# Capacitance demarcation energy at 300 K and 1 kHz

## Problem

An electron trap in an n-type film lies at depth \(E\) below the conduction-band edge. At temperature \(T\) a trapped electron is emitted into the band at the rate

\[
e(E)=\nu_0\,e^{-E/kT},\qquad \nu_0=10^{12}\ \mathrm{s^{-1}} .
\]

A capacitance measurement applies a small sinusoidal voltage of frequency \(f\). The capacitance demarcation energy \(E_\omega\) is defined as the depth at which the emission rate equals the angular frequency, \(e(E_\omega)=\omega=2\pi f\).

(a) Find \(E_\omega\) at 300 K and 1 kHz.

(b) A single trap level lies at the local Fermi level. Find the fraction of its static response that remains in the capacitance when its depth is \(E_\omega\), and the depth at which half remains.

(c) Replace the single level by a flat continuum of traps. Find the sharp cutoff depth that would give the same total response.

(d) Find how the result changes with frequency, attempt frequency and temperature.

(e) Consider a Schottky diode on amorphous In-Ga-Zn-O with these rough typical values: electron density \(10^{17}\ \mathrm{cm^{-3}}\), effective mass \(0.34\,m_0\), relative permittivity 10, mobility \(10\ \mathrm{cm^2/Vs}\), film thickness 150 nm and band bending 0.80 eV. Decide whether a trap at \(E_\omega\) crosses the Fermi level inside the film, and estimate how far the local field shifts the answer to (a).

Electrons are exchanged with the conduction band only. The capture coefficient does not depend on energy, the level degeneracy is one, and the electron gas is nondegenerate. Depths are positive downward from the band edge. Field effects are left out until part (e).

## Solution

### (a) The demarcation energy

The definition gives

\[
\nu_0\,e^{-E_\omega/kT}=\omega .
\]

Dividing by \(\nu_0\), taking the logarithm and multiplying by \(-kT\) gives

\[
E_\omega=kT\ln\frac{\nu_0}{\omega}=kT\ln\frac{\nu_0}{2\pi f}.
\]

At 300 K, \(kT=0.025852\) eV. At 1 kHz, \(\omega=6283\ \mathrm{s^{-1}}\), so \(\nu_0/\omega=1.592\times10^{8}\), whose logarithm is 18.885. Therefore

\[
E_\omega=0.025852\ \mathrm{eV}\times18.885=0.488\ \mathrm{eV}
=7.82\times10^{-20}\ \mathrm{J}.
\]

To two figures this is 0.49 eV.

The condition \(e=\omega\) has a direct meaning in time. If recapture is absent, the occupation \(p\) of an initially filled trap obeys \(dp/dt=-ep\), so \(p=e^{-et}\), where the \(e\) in the exponent is the emission rate. A trap at \(E_\omega\) therefore empties to \(1/2.718=0.368\) of its filling in the time \(1/\omega=159\ \mathrm{\mu s}\), which is one radian of the test signal. Shallower traps empty faster and deeper ones more slowly.

The factor \(2\pi\) matters. Both \(f\) and \(\omega\) have the unit \(\mathrm{s^{-1}}\), so a check of units does not distinguish them. Using \(f\) in place of \(\omega\) would give 0.536 eV, too large by \(kT\ln2\pi=0.048\) eV.

### (b) Response of one level at the Fermi level

During a capacitance measurement the trap both captures and emits. Let \(c\) be the capture rate of an empty trap. Its occupation obeys

\[
\frac{dp}{dt}=c(1-p)-e\,p .
\]

The capture rate is \(c=\sigma v n\), with cross-section \(\sigma\), mean thermal speed \(v\) and free-electron density \(n\). For a nondegenerate gas \(n=N_c e^{-E_F/kT}\), where \(N_c\) is the effective density of states and \(E_F\) is the local depth of the Fermi level. With \(\nu_0=\sigma vN_c\),

\[
c=\nu_0e^{-E_F/kT}.
\]

In the steady state \(p=c/(c+e)\). Inserting the two rates gives

\[
p=\frac{1}{1+e/c}=\frac{1}{1+e^{(E_F-E)/kT}},
\]

which is the Fermi function written in depths: traps deeper than \(E_F\) are mostly filled. The capture and emission prefactors must therefore be equal, as assumed.

Now let the signal raise the Fermi level by a small energy \(\delta\mu\,e^{i\omega t}\) relative to the band edge. The depth \(E_F\) decreases by this amount, so to first order \(\delta c=c\,\delta\mu/kT\). The trap depth is unchanged, and so is \(e\). Linearizing the rate equation gives

\[
i\omega\,\delta p=(1-p)\,\delta c-(c+e)\,\delta p .
\]

Collecting the terms in \(\delta p\) and using \(c=p(c+e)\),

\[
\delta p=\frac{(1-p)\,c}{c+e+i\omega}\,\frac{\delta\mu}{kT}
=\frac{p(1-p)}{1+i\omega/(c+e)}\,\frac{\delta\mu}{kT}.
\]

The admittance is \(i\omega\,\delta Q/\delta V\), and the capacitance is its imaginary part divided by \(\omega\). The capacitance thus contains the real part of the charge response. Relative to the static response, the fraction that remains is

\[
R=\mathrm{Re}\,\frac{1}{1+i\omega/(c+e)}
=\frac{1}{1+\omega^2/(c+e)^2}.
\]

At the Fermi level \(E=E_F\), so \(c=e\) and the relaxation rate is \(2e\), not \(e\):

\[
R=\frac{1}{1+(\omega/2e)^2}.
\]

At the demarcation energy \(e=\omega\), and \(R=1/(1+1/4)=0.80\). A level exactly at the Fermi level thus still gives four fifths of its static response. In a diode the level also responds at positions on either side of its crossing, which this local fraction does not include. Half remains when \(2e=\omega\), that is

\[
\nu_0e^{-E_{1/2}/kT}=\frac{\omega}{2}
\quad\Longrightarrow\quad
E_{1/2}=E_\omega+kT\ln2=0.506\ \mathrm{eV}.
\]

As a test, the rate equation was integrated in time with a sinusoidal modulation of amplitude \(0.01\,kT\), and the in-phase part of \(p\) was extracted. This gave a fraction of 0.800 at \(E_\omega\) and a half-response depth of 0.506 eV, in agreement with the linear theory.

The transition is gradual. The fraction is 0.9 at \(\omega/2e=1/3\) and 0.1 at \(\omega/2e=3\). Between these points \(e\) changes by a factor of 9, so the depth changes by \(kT\ln9=0.057\) eV. The demarcation energy marks a position within this transition; it is not an edge at which the response stops.

### (c) A continuum of traps

Let the trap density per unit energy be constant. At one position, with fixed \(E_F\), traps on both sides of the Fermi level contribute. The fraction of their combined static response is

\[
R_c=\mathrm{Re}\int \frac{p(1-p)}{kT}\,
\frac{dE}{1+i\omega/(c+e)} .
\]

Differentiating the Fermi function gives \(dp/dE=p(1-p)/kT\), so the first factor and \(dE\) combine into \(dp\). Also \(c+e=c/p\), where \(c\) is fixed by \(E_F\) and does not depend on \(E\). If the trap distribution extends far on both sides of \(E_F\), then \(p\) runs from 0 to 1. With \(x=\omega/c\),

\[
R_c=\mathrm{Re}\int_0^1\frac{dp}{1+ixp}
=\int_0^1\frac{dp}{1+x^2p^2}
=\frac{\arctan x}{x}.
\]

For \(x\ll1\) this tends to 1, the static limit. For \(x\gg1\) it falls as \(\pi/2x\), more slowly than the \(1/x^2\) fall of a single level, because traps above the Fermi level have larger emission rates. When \(E_F=E_\omega\), \(x=1\) and \(R_c=\pi/4=0.785\).

In a depletion region \(E_F\) increases from its bulk value \(E_b\) toward the metal. Suppose that equal intervals of \(E_F\) carry equal weight in the static response. This assumption defines a simple average; the true weights in a diode depend on its field profile. The equivalent sharp cutoff is then

\[
E_{\rm cut}=E_b+\int_{E_b}^{\infty}R_c\,dE_F .
\]

Since \(x=(\omega/\nu_0)e^{E_F/kT}\), we have \(dE_F=kT\,dx/x\). Let \(x_b\) be the value of \(x\) in the bulk. Integration by parts gives

\[
\begin{aligned}
\int_{x_b}^{\infty}\frac{\arctan x}{x^2}\,dx
&=\frac{\arctan x_b}{x_b}+\int_{x_b}^{\infty}\frac{dx}{x(1+x^2)}\\
&=\frac{\arctan x_b}{x_b}+\frac12\ln\!\left(1+\frac1{x_b^2}\right).
\end{aligned}
\]

The last integral follows from the antiderivative \(\ln x-\frac12\ln(1+x^2)\), which vanishes at infinity. If the bulk follows the signal easily, \(x_b\ll1\), and the sum becomes \(1+\ln(1/x_b)\). Because \(\ln(1/x_b)=(E_\omega-E_b)/kT\),

\[
E_{\rm cut}=E_b+kT+(E_\omega-E_b)=E_\omega+kT=0.514\ \mathrm{eV}.
\]

A direct double integral over trap depth and Fermi depth tests this result. It used the diode of part (e), with \(E_F\) running from 0.101 to 0.901 eV and no traps above the band edge, and gave 0.5136 eV against 0.5141 eV from the formula. The difference comes mainly from the missing states above the band edge. They would contribute \(p\approx e^{-E_F/kT}\) to the local fraction, which integrates to \(kT\,e^{-E_b/kT}\approx0.0005\) eV.

The three criteria give 0.488, 0.506 and 0.514 eV. Their spread is \(kT\), so a quoted demarcation energy needs its convention if it is to be read more finely than this.

### (d) Frequency, attempt frequency and temperature

At fixed temperature, a tenfold increase in \(\nu_0\) raises \(E_\omega\) by \(kT\ln10=0.060\) eV. A tenfold increase in \(f\) lowers it by the same amount. With \(\nu_0\) and \(T\) held fixed,

- at 100 Hz, \(E_\omega=0.548\) eV;
- at 10 kHz, \(E_\omega=0.429\) eV;
- at 1 MHz, \(E_\omega=0.310\) eV.

A frequency sweep over four decades thus scans 0.24 eV of trap depth. As \(\omega\) approaches \(\nu_0\), \(E_\omega\) tends to zero. For \(\omega>\nu_0\) the formula gives a negative depth, and there is no trap below the band edge that satisfies the definition.

At fixed \(\nu_0\) and \(f\), \(E_\omega\) is proportional to \(T\). Raising the temperature to 350 K gives 0.570 eV. If the cross-section and effective mass are fixed instead, then \(v\propto T^{1/2}\) and \(N_c\propto T^{3/2}\), so \(\nu_0=\sigma vN_c\propto T^2\). Taking \(\nu_0=10^{12}\ \mathrm{s^{-1}}\) at 300 K then gives 0.579 eV at 350 K. The extra 0.009 eV is \(kT\ln(350/300)^2\), evaluated at 350 K.

### (e) The In-Ga-Zn-O diode

**Where the trap crosses the Fermi level.** The effective density of states is

\[
N_c=2\left(\frac{m\,kT}{2\pi\hbar^2}\right)^{3/2}
=4.975\times10^{18}\ \mathrm{cm^{-3}},
\]

where \(m\) is the effective mass and \(kT\) is taken in joules. Solving \(n=N_ce^{-E_b/kT}\) gives \(E_b=kT\ln(N_c/n)=0.101\) eV. Replacing Boltzmann by Fermi–Dirac statistics at this depth changes the density by 0.7 percent, so the nondegenerate approximation is adequate.

Without dc current the Fermi level is flat. A trap at \(E_\omega\) meets it where the bands have bent by

\[
E_\omega-E_b=0.488-0.101=0.387\ \mathrm{eV}.
\]

This is less than the available 0.80 eV, so the crossing exists.

To locate it, let \(y\) be the band bending divided by \(kT\), and \(s\) the distance toward the metal in units of the Debye length \(L_D=\sqrt{\epsilon kT/(q^2n)}=11.95\) nm. Here \(\epsilon\) is the permittivity and \(q\) the elementary charge. The fixed donor density equals the bulk electron density, and trap charge is neglected. Poisson's equation is then

\[
\frac{d^2y}{ds^2}=1-e^{-y}.
\]

Multiplying by \(dy/ds\) and integrating from the bulk, where \(y\) and its slope vanish, gives

\[
\frac12\left(\frac{dy}{ds}\right)^2=y-1+e^{-y}.
\]

At the crossing \(y=0.3872/0.025852=14.98\), so \(e^{-y}\) is negligible. The field is

\[
F=\frac{kT}{qL_D}\sqrt{2(y-1)}
=\frac{0.02585\ \mathrm V}{11.95\ \mathrm{nm}}\times5.29
=0.114\ \mathrm{MV/cm}.
\]

Integrating \(ds=dy/\sqrt{2(y-1)}\) from the crossing to the metal, where \(y_m=0.80/0.02585=30.9\), gives the distance

\[
L_D\left[\sqrt{2(y_m-1)}-\sqrt{2(y-1)}\right]=29.3\ \mathrm{nm}.
\]

The depletion width, \(L_D\sqrt{2(y_m-1)}=92.5\) nm, fits in the 150 nm film. The undepleted part relaxes at the rate \(qn\mu/\epsilon=1.8\times10^{11}\ \mathrm{s^{-1}}\), where \(\mu\) is the mobility. This far exceeds \(\omega\), so the neutral film follows the signal. Contact and lead resistance are not included in this estimate.

**Traps that are charged when empty.** An escaping electron is attracted by the positive trap. Along the direction in which the field helps escape, its potential energy at distance \(r\) is

\[
U(r)=-\frac{q^2}{4\pi\epsilon r}-qFr .
\]

The maximum satisfies \(q/(4\pi\epsilon r_0^2)=F\). The two terms are then equal, and the barrier is lowered by

\[
\Delta=2qFr_0=q\sqrt{\frac{qF}{\pi\epsilon}}=0.081\ \mathrm{eV}.
\]

At angle \(\theta\) to this direction, \(F\) is replaced by \(F\cos\theta\), and the lowering is \(\Delta\sqrt{\cos\theta}\). In the opposite half-space the rate is taken as unchanged. With \(\gamma=\Delta/kT\) and \(u=\cos\theta\), the mean gain in emission rate is

\[
G=\frac12+\frac12\int_0^1e^{\gamma\sqrt u}\,du
=\frac12+\frac{1+(\gamma-1)e^{\gamma}}{\gamma^2}=5.6,
\]

where the substitution \(u=w^2\) turns the integral into \(2\int_0^1we^{\gamma w}dw\). The condition \(G\nu_0e^{-E/kT}=\omega\) adds \(kT\ln G=0.045\) eV to the depth. This average assumes that an electron clearing the barrier in its direction escapes without scattering. In this film the mean free path, \(v\mu m/q\approx0.4\) nm with \(v\) the mean thermal speed, is much shorter than \(r_0=3.5\) nm, so the escape is diffusive. Onsager's result for fully diffusion-controlled escape, \(G=2I_1(\gamma)/\gamma=2.9\) with \(I_1\) the modified Bessel function, gives 0.027 eV. The value 0.045 eV thus sets only the scale of the shift. The fast escape may be screened by less than the static permittivity. With the trial value 4 in the Coulomb term, and the same field, the shift is 0.082 eV.

**Traps that are neutral when empty.** There is no Coulomb lowering, but an electron can be thermally raised to an energy \(zkT\) below the band edge and then tunnel through the remaining triangular barrier. The thermal factor grows by \(e^z\) relative to full excitation. The semiclassical tunnelling factor is \(e^{-S}\), with

\[
\begin{aligned}
S&=\frac2\hbar\int_0^{zkT/qF}\sqrt{2m(zkT-qFx')}\,dx'=a z^{3/2},\\
a&=\frac{4\sqrt{2m}\,(kT)^{3/2}}{3\hbar qF}=1.45 .
\end{aligned}
\]

Here \(x'\) is the distance from the trap. Giving each energy interval \(kT\) the same prefactor as direct thermal emission, the estimated gain is

\[
G_t=1+\int_0^{E_\omega/kT}e^{\,z-az^{3/2}}\,dz=2.3,
\]

which would add \(kT\ln G_t\), about 0.02 eV. For a short-range trap without coupling to the lattice this is an overestimate. Most of the integral comes from \(z<1\), where \(S\) is not large and the semiclassical factor is unreliable, and the assumed prefactor gives too much weight to states just below the band edge. If the emission rate is instead taken proportional to the exact density of states at the trap in a uniform field, weighted by the Boltzmann factor, the gain is \(\exp[(\hbar qF)^2/(24m(kT)^3)]=1.07\), with \(kT\) in joules, and the shift is only 0.002 eV. Coupling of the trap to lattice vibrations is not included in either estimate, and it can raise the gain. In multiphonon emission theory the exponent becomes \((qF)^2\tau^3/(3m\hbar)\) with \(\tau=\hbar/2kT+\tau_1\), where \(\hbar/2kT=12.7\) fs and \(\tau_1\) is set by the lattice coupling of the defect. \(\tau_1=0\) gives 1.07, \(\tau_1=16\) fs gives 2.3, and \(\tau_1=30\) fs gives about 14, a shift of 0.07 eV. Tunnelling without thermal help has \(S=119\) at \(E_\omega\), against a thermal exponent of 18.9, and is negligible here.

The Coulomb and tunnelling shifts belong to different kinds of trap and are not to be added. Both use the field at the original crossing and the criterion \(e=\omega\); the effect of the field on recapture is not treated.

**Comparison with real films.** The parameters are rough typical values for this oxide, not a description of a particular sample. With \(v=1.85\times10^7\) cm/s, the chosen \(\nu_0\) implies a cross-section \(\sigma=\nu_0/(vN_c)=1.1\times10^{-14}\ \mathrm{cm^2}\). Real films can depart from the assumption of one known, energy-independent cross-section. If it were a hundred times smaller, \(E_\omega\) would fall by 0.119 eV to 0.369 eV, a larger change than any field shift found above. Trap charge comparable with the donor charge would also alter the field and the crossing position. The value 0.49 eV is therefore the answer for the stated \(\nu_0\) and convention; assigning it to a measured trap requires a separate determination of \(\nu_0\). The numerical output below lists the values used.

## Computed results

```
temperature: 300 K; test frequency: 1000 Hz
attempt frequency: 1.0e+12 1/s
thermal energy kT: 0.025852 eV
angular frequency: 6283.19 1/s
nu0/omega: 1.59155e+08; logarithm: 18.8854
demarcation energy: 0.4882 eV = 7.8222e-20 J
one radian of signal: 159.15 us
filling left after one radian: 0.3679
wrong value with f for omega: 0.5357 eV
error from that slip: 0.0475 eV
lock-in fraction at demarcation: 0.8000
half-response depth, formula: 0.5061 eV
half-response depth, rate equation: 0.5061 eV
continuum fraction, Fermi depth at E_dem: 0.7854
continuum cutoff, formula: 0.5141 eV
continuum cutoff, double integral: 0.5136 eV
shift per decade of nu0 or f: 0.0595 eV
demarcation at 1e+02 Hz: 0.5478 eV
demarcation at 1e+04 Hz: 0.4287 eV
demarcation at 1e+06 Hz: 0.3096 eV
350 K, fixed nu0: 0.5696 eV
350 K, nu0 scaled as T^2: 0.5789 eV
electron density: 1.0e+17 cm^-3
effective mass: 0.34 m0; relative permittivity: 10
mobility: 10 cm2/Vs; film: 150 nm
total band bending: 0.80 eV
band density of states: 4.975e+18 cm^-3
mean thermal speed: 1.845e+07 cm/s
capture cross-section implied: 1.09e-14 cm2
bulk Fermi depth: 0.1010 eV
band bending at crossing: 0.3872 eV
Debye length: 11.95 nm
depletion width: 92.5 nm
crossing distance from metal: 29.3 nm
field at crossing: 0.1144 MV/cm
Coulomb trap, permittivity 10: peak lowering 0.0812 eV
  mean rate gain 5.61; depth shift 0.0446 eV
Coulomb trap, permittivity 4: peak lowering 0.1283 eV
  mean rate gain 23.57; depth shift 0.0817 eV
WKB exponent for a depth kT: 1.448
phonon-assisted tunnelling gain: 2.32
phonon-assisted depth shift: 0.0218 eV
direct tunnelling exponent at E_dem: 118.8
nondegenerate density error: 0.70 percent
dielectric relaxation rate: 1.81e+11 1/s
```
